# Root density and ground-state energy of the antiferromagnetic Heisenberg chain

Anyone who computes the energy per site of a long spin chain by diagonalizing short rings must decide at which length to stop, and whether to extrapolate. The decision needs a reference value for the infinite chain. For the nearest-neighbour Heisenberg antiferromagnet that value can be derived, and it shows that a ring of twelve sites is still off by 1.3% of the limit.

The model is

\[
H=J\sum_{n=1}^{N}\mathbf S_n\cdot\mathbf S_{n+1},\qquad J>0,\qquad \mathbf S_{N+1}=\mathbf S_1,
\]

with spin 1/2, \(\hbar=1\) and \(N\) even. The coupling \(J\) is an energy. On a bond with parallel spins, \(\mathbf S_n\cdot\mathbf S_{n+1}\) gives \(1/4\). On a bond with antiparallel spins it gives \(-1/4\) times the same configuration plus \(1/2\) times the configuration with the two spins exchanged.

Take all spins up as the reference state, with energy \(JN/4\), and let \(a(n_1,\ldots,n_M)\) be the amplitude for down spins at \(n_1<\cdots<n_M\). Each antiparallel bond lowers the diagonal energy by \(J/2\) from its parallel value and allows an exchange of strength \(J/2\). For one down spin this gives

\[
\left(E-\tfrac{JN}{4}\right)a(n)=\tfrac J2\,[a(n+1)+a(n-1)-2a(n)].
\]

A plane wave \(a(n)=e^{ikn}\) therefore has energy \(-J(1-\cos k)\) relative to the reference. It is convenient to replace \(k\) by a real rapidity \(\lambda\), defined by

\[
e^{ik}=\frac{\lambda+i/2}{\lambda-i/2}=\frac{(\lambda+i/2)^2}{\lambda^2+1/4}.
\]

The real part is \(\cos k=(\lambda^2-1/4)/(\lambda^2+1/4)\), so

\[
-J(1-\cos k)=-\frac J2\,\frac{1}{\lambda^2+1/4}.
\]

When several down spins are all separated, each obeys the same hopping equation, and any sum of products of plane waves with a fixed set of momenta solves it. When two of them occupy \(n\) and \(n+1\), the bond between them is parallel and contributes neither hopping nor lowering. The free equation, extended formally to equal positions, still contains those terms. It remains valid if they cancel:

\[
a(n,n)+a(n+1,n+1)-2a(n,n+1)=0 .
\]

For two down spins, insert

\[
a(n_1,n_2)=A_{12}e^{i(k_1n_1+k_2n_2)}+A_{21}e^{i(k_2n_1+k_1n_2)}
\]

and divide by \(e^{i(k_1+k_2)n}\):

\[
A_{12}\left[1+e^{i(k_1+k_2)}-2e^{ik_2}\right]+A_{21}\left[1+e^{i(k_1+k_2)}-2e^{ik_1}\right]=0 .
\]

Multiply the first bracket by \((\lambda_1-\frac i2)(\lambda_2-\frac i2)\). Its first two terms add to \(2\lambda_1\lambda_2-\frac12\), and its last becomes

\[
-2\left(\lambda_1-\tfrac i2\right)\left(\lambda_2+\tfrac i2\right)=-2\lambda_1\lambda_2-i(\lambda_1-\lambda_2)-\tfrac12 .
\]

The sum is \(-1-i(\lambda_1-\lambda_2)=-i(\lambda_1-\lambda_2-i)\). Exchanging the labels turns the second bracket into \(-1+i(\lambda_1-\lambda_2)=i(\lambda_1-\lambda_2+i)\). Hence

\[
\frac{A_{12}}{A_{21}}=\frac{\lambda_1-\lambda_2+i}{\lambda_1-\lambda_2-i}.
\]

For \(M\) down spins, use all permutations \(P\) of \(M\) distinct rapidities:

\[
a(n_1,\ldots,n_M)=\sum_P A_P\,e^{i\sum_j k_{P_j}n_j},\qquad
A_P=\prod_{j<l}\frac{\lambda_{P_j}-\lambda_{P_l}+i}{\lambda_{P_j}-\lambda_{P_l}} .
\]

Exchanging two adjacent entries of \(P\) changes one factor of \(A_P\), and the ratio of the two amplitudes is the two-spin ratio just found. Pairing the permutations in this way satisfies the contact condition at every neighbouring pair, including pairs inside longer clusters.

On a ring, \(a(n_1,\ldots,n_M)=a(n_2,\ldots,n_M,n_1+N)\). The term \((P_1,\ldots,P_M)\) on the left must equal the term \((P_2,\ldots,P_M,P_1)\) on the right, which carries the extra factor \(e^{ik_{P_1}N}\). Moving \(P_1\) past all other entries collects one scattering ratio for each. With \(P_1=j\), the result is the set of Bethe equations

\[
\left(\frac{\lambda_j+i/2}{\lambda_j-i/2}\right)^N=\prod_{k\ne j}\frac{\lambda_j-\lambda_k+i}{\lambda_j-\lambda_k-i},
\qquad
E=\frac{JN}{4}-\frac J2\sum_{j=1}^{M}\frac1{\lambda_j^2+1/4}.
\]

To take the logarithm, note that for real \(x\) the phase of \(x+i\) is \(\pi/2-\arctan x\). Therefore

\[
\frac{x+i}{x-i}=e^{i\pi-2i\arctan x}=-e^{-2i\arctan x}.
\]

The left side of the Bethe equation has \(x=2\lambda_j\) and contributes \(N\) minus signs; the right side contributes \(M-1\). Collecting the phases gives

\[
2N\arctan 2\lambda_j=2\pi I_j+2\sum_{k=1}^{M}\arctan(\lambda_j-\lambda_k).
\]

The term \(k=j\) is zero and may be included. The numbers \(I_j\) are integers if \(N-M\) is odd and half-odd integers if \(N-M\) is even.

The Hamiltonian commutes with the total spin, and for even \(N\) every multiplet has integer spin and hence a member with total \(S^z=0\). The lowest energy therefore occurs in the sector \(S^z=0\), so the ground state can be sought with \(M=N/2\). I take it to be the solution with real roots and consecutive quantum numbers

\[
I_j=-\frac{M-1}{2},\,-\frac{M-3}{2},\ldots,\frac{M-1}{2}.
\]

This identification is an input here, not a proof for every \(N\). Diagonalization confirms it for even \(N\) from 4 to 12.

Four sites can be done by hand. The roots are \(\pm\lambda\) with \(I=\pm1/2\), and the positive one obeys \(8\arctan2\lambda=\pi+2\arctan2\lambda\). Thus \(2\lambda=\tan(\pi/6)=1/\sqrt3\) and \(\lambda^2=1/12\). Each root contributes \(-\frac J2/(\frac1{12}+\frac14)=-\frac32J\), so \(E=J-3J=-2J\), or \(-0.5J\) per site.

For larger \(N\), define the counting function

\[
z(\lambda)=\frac1\pi\arctan2\lambda-\frac1{\pi N}\sum_{k=1}^{M}\arctan(\lambda-\lambda_k),
\qquad z(\lambda_j)=\frac{I_j}{N}.
\]

A point where \(Nz\) takes an allowed quantum number is a slot, whether or not a root occupies it. As \(\lambda\to\pm\infty\), every arctangent tends to \(\pm\pi/2\), and

\[
z(\pm\infty)=\pm\frac12\left(1-\frac MN\right)=\pm\frac14 .
\]

If \(z\) increases, the slots satisfy \(|I|<N/4=M/2\). There are \(M\) such numbers of the right type, namely those listed above, so every slot is filled. For \(N=64\) the slope of \(z\) was found positive at all grid points tested in \(|\lambda|\le6\).

Consecutive roots change \(z\) by \(1/N\). An interval \(d\lambda\) that is small, yet holds many roots, therefore contains \(N z'(\lambda)\,d\lambda\) of them, and the root density per site is \(\rho=z'\). Define

\[
a_n(\lambda)=\frac1{2\pi}\frac{n}{\lambda^2+n^2/4}.
\]

The derivative of \(\frac1\pi\arctan2\lambda\) is \(a_1(\lambda)\), and that of \(\frac1\pi\arctan\lambda\) is \(a_2(\lambda)\). Differentiating \(z\) gives

\[
z'(\lambda)=a_1(\lambda)-\frac1N\sum_k a_2(\lambda-\lambda_k).
\]

The continuum limit replaces \(\frac1N\sum_k f(\lambda_k)\) by \(\int f\rho\,d\mu\). This is a leading-order statement in \(1/N\). It assumes that the roots become dense at each fixed \(\lambda\), while the sparse outer region holds a vanishing fraction of them.

The range of integration has to be settled before the equation can be solved. Suppose that the slots are filled for \(|\lambda|<Q\) and empty outside, and let \(\rho_t\) be the density of all slots. Then

\[
\rho_t(\lambda)=a_1(\lambda)-\int_{-Q}^{Q}a_2(\lambda-\mu)\rho_t(\mu)\,d\mu,
\qquad \frac MN=\int_{-Q}^{Q}\rho_t\,d\lambda .
\]

Use the transform \(\hat f(\omega)=\int e^{i\omega\lambda}f(\lambda)\,d\lambda\). For \(\omega>0\), close the contour for \(a_n\) in the upper half-plane around the pole at \(in/2\):

\[
\hat a_n(\omega)=2\pi i\,\frac n{2\pi}\,\frac{e^{-n\omega/2}}{2(in/2)}=e^{-n\omega/2}.
\]

Since \(a_n\) is even, \(\hat a_n(\omega)=e^{-n|\omega|/2}\) for either sign, and \(\int a_n\,d\lambda=1\). Integrating the equation for \(\rho_t\) over all \(\lambda\) gives a total weight \(1-M/N\). The weight outside the filled interval is therefore \(1-2M/N\).

Let \(\rho_{\rm out}\) equal \(\rho_t\) outside the interval and zero inside. Adding \(a_2*\rho_{\rm out}\) to both sides, where the star denotes convolution, completes the integral to the whole line. In Fourier space,

\[
(1+e^{-|\omega|})\hat\rho_t=e^{-|\omega|/2}+e^{-|\omega|}\hat\rho_{\rm out}.
\]

Division by the bracket gives

\[
\rho_t=s+R*\rho_{\rm out},\qquad
\hat s=\frac{e^{-|\omega|/2}}{1+e^{-|\omega|}}=\frac1{2\cosh(\omega/2)},\qquad
\hat R=e^{-|\omega|/2}\,\hat s .
\]

The function \(s\) follows from

\[
s(\lambda)=\frac{K}{2\pi},\qquad
K=\int_{-\infty}^{\infty}\frac{e^{-i\omega\lambda}}{2\cosh(\omega/2)}\,d\omega .
\]

Compare the real line with the line shifted upward by \(2\pi i\). On the shifted line the exponential gains \(e^{2\pi\lambda}\) and the hyperbolic cosine changes sign, so the integral from left to right is \(-e^{2\pi\lambda}K\). The vertical sides vanish at large \(|{\rm Re}\,\omega|\). The enclosed pole is at \(\omega=i\pi\), where the derivative of \(2\cosh(\omega/2)\) is \(\sinh(i\pi/2)=i\). The residue theorem gives

\[
K\left(1+e^{2\pi\lambda}\right)=2\pi i\,\frac{e^{\pi\lambda}}i=2\pi e^{\pi\lambda},
\qquad
s(\lambda)=\frac{e^{\pi\lambda}}{1+e^{2\pi\lambda}}=\frac1{2\cosh\pi\lambda}.
\]

Thus \(s>0\), and \(R=a_1*s\) is positive too, with \(\int R\,d\lambda=\hat R(0)=1/2\). Restricted to the outside region, \(\rho_{\rm out}=s+R*\rho_{\rm out}\) can be solved by repeated substitution. Each pass multiplies the integrated weight by at most \(1/2\), so the series converges, and all its terms are nonnegative. It follows that \(\rho_t\ge s>0\). A finite \(Q\) leaves positive weight outside, and then \(1-2M/N>0\). Half filling requires \(Q=\infty\).

The numerical solutions show how quickly this limit is approached: \(M/N=0.3898\), \(0.4778\) and \(0.4991\) for \(Q=0.5\), \(1\) and \(2\). Since \(S^z/N=1/2-M/N\), these finite intervals describe magnetized chains. At \(Q=1\) the magnetization is \(0.0222\) per site, and the zero-magnetization density no longer applies.

With \(Q=\infty\) there is no outside region, and

\[
\rho(\lambda)+\int_{-\infty}^{\infty}a_2(\lambda-\mu)\rho(\mu)\,d\mu=a_1(\lambda),
\qquad
\boxed{\rho(\lambda)=\frac1{2\cosh\pi\lambda}} .
\]

Its normalization is \(\int\rho\,d\lambda=\hat\rho(0)=1/2\), as required by \(M/N=1/2\). The right side \(a_1\) alone would have weight 1; scattering between the magnons, through \(a_2\), reduces it to one half.

The energy sum now becomes an integral. Because \(\frac12/(\lambda^2+\frac14)=\pi a_1(\lambda)\),

\[
\frac EN\longrightarrow \frac J4-J\pi\int_{-\infty}^{\infty}a_1(\lambda)\rho(\lambda)\,d\lambda .
\]

Both functions are real and even, so Parseval's formula gives

\[
\pi\int a_1\rho\,d\lambda
=\frac12\int_{-\infty}^{\infty}\frac{e^{-|\omega|/2}}{2\cosh(\omega/2)}\,d\omega
=\int_0^\infty\frac{e^{-\omega}}{1+e^{-\omega}}\,d\omega .
\]

The second equality doubles the positive half-line and multiplies numerator and denominator by \(e^{-\omega/2}\). An antiderivative is \(-\ln(1+e^{-\omega})\), which is zero at infinity and \(-\ln2\) at the origin. The integral is \(\ln2\), and Hulthén's energy follows:

\[
\boxed{e_\infty=\lim_{N\to\infty}\frac EN=J\left(\frac14-\ln2\right)\approx-0.443147\,J } .
\]

There is one bond per site, so translation invariance makes \(e_\infty/J\) the correlation \(\langle\mathbf S_n\cdot\mathbf S_{n+1}\rangle\) on each bond. An alternating product of up and down spins has \(-1/4\) per bond. A product of singlets on every second bond has \(-3/4\) on those bonds and zero on the others, or \(-3/8\) per site. The ground state lies below both. It cannot reach \(-3/4\) per site, because a spin in a pure singlet with one neighbour has no correlation with the other.

The sign of \(J\) matters. For \(J<0\) the fully aligned state has energy \(-|J|/4\) per site, the lowest value each bond can have, so it is a ground state. The state derived here is then at the top of the spectrum. An added bond alternation, longer-range exchange or an anisotropic coupling changes the Hamiltonian, and the value above cannot be carried over unchanged.

For eight sites and \(J=1\), the positive roots are \(0.129473\) and \(0.525012\), each with a negative partner. Their individual contributions to the energy are

\[
-\frac{0.5}{0.129473^2+0.25}=-1.87432,\qquad
-\frac{0.5}{0.525012^2+0.25}=-0.95123 .
\]

Doubling the sum and adding \(N/4=2\) gives \(E=-3.6511\), or \(-0.45639\) per site, in agreement with diagonalization. The explicit wavefunction also has squared overlap 1 with the diagonalized ground state to the printed precision.

Longer chains, again with \(J=1\), approach the limit as follows:

| \(N\) | \(e_N=E/N\) | \(N^2(e_N-e_\infty)\) |
|---:|---:|---:|
| 16 | −0.446394 | −0.8311 |
| 64 | −0.443348 | −0.8244 |
| 256 | −0.443160 | −0.8233 |
| 1024 | −0.443148 | −0.8229 |

The finite-ring energies lie below the limit. The last column changes by about 1% while \(N\) grows by a factor of 64, which supports an error close to \(N^{-2}\) over this range. This is a numerical observation: the leading-order integral equation does not supply the coefficient or its slow drift.

The observation settles the choice posed at the start. At \(N=12\) the energy is \(-0.448949\), which misses the limit by \(0.0058\). If the error is taken as proportional to \(N^{-2}\), the rings with 10 and 12 sites can be combined to cancel it:

\[
\frac{144(-0.448949)-100(-0.451545)}{144-100}\approx-0.44305 .
\]

This differs from \(e_\infty\) by about \(0.02\%\) of its magnitude. Without extrapolation, an error of \(0.1\%\) would need \(0.83/N^2\approx0.00044\), or \(N\approx43\), which for even \(N\) means a ring of 44 sites. For this energy, two rings and an extrapolation are therefore the better choice, provided the rings are not too short: the pairs 4, 6 and 6, 8 leave errors of \(0.52\%\) and \(0.13\%\), and 8, 10 is the first pair below \(0.1\%\). The gain rests on the \(N^{-2}\) law of this chain. With alternating couplings \(J(1\pm0.3)\), the 12-site energy \(-0.50812\,J\) is already close to the 16-site value \(-0.50806\,J\), and the same extrapolation from 10 and 12 sites moves it away, to \(-0.50772\,J\).

The roots themselves show where the continuum description holds. At \(N=1024\), the inverse spacing divided by \(N\) is \(0.19980\) for the neighbouring roots with midpoint \(|\lambda|=0.49907\) and \(0.04286\) for those with midpoint \(|\lambda|=1.00205\). The formula, evaluated at these midpoints, gives the same values to these digits.

The outer edge is different. For large \(\lambda\), \(\rho\approx e^{-\pi\lambda}\), so the expected number of roots beyond \(\Lambda\) is \(Ne^{-\pi\Lambda}/\pi\). The last root lies half a quantum-number step from the end of the counting function. Setting the expected number to \(1/2\) gives the estimate

\[
\Lambda\approx\frac{\ln N}{\pi}+\frac1\pi\ln\frac2\pi
=\frac{\ln N}{\pi}-0.144 .
\]

At \(N=1024\) the largest root is \(2.0768\), while \(\ln N/\pi=2.2064\), so the actual offset is \(-0.130\). The logarithmic growth is well reproduced: from \(N=256\) to \(1024\) the root moves by \(0.4415\), compared with \(\ln4/\pi=0.4413\). The offset is less accurate because a smooth density is being used where there is about one root. The numerical check also solves the integral equation by direct quadrature, without Fourier transforms, and recovers both the density and the energy.

## Calculated quantities

```
Ground energy per site, units of J: Bethe | diagonalization
  N= 4: -0.50000000 | -0.50000000
  N= 6: -0.46712927 | -0.46712927
  N= 8: -0.45638668 | -0.45638668
  N=10: -0.45154464 | -0.45154464
  N=12: -0.44894924 | -0.44894924
N=8 positive roots (dimensionless): 0.129473 0.525012
N=8 squared overlap with diagonalized ground state: 1.00000000
Root interval |x|<Q: filling M/N (dimensionless)
  Q=0.5: 0.389796
  Q=1.0: 0.477838
  Q=2.0: 0.499067
Filling for Q=10 (dimensionless): 0.50000000
Frequency integral (dimensionless): 0.69314718
Energy per site from integral equation: -0.44314718 J
Energy per site, 1/4 - ln 2: -0.44314718 J
N | e_N (J) | N^2 (e_N - e_inf) (J) | largest root | ln(N)/pi
    16 | -0.44639352 | -0.83106 | 0.75014 | 0.88254
    64 | -0.44334846 | -0.82444 | 1.19354 | 1.32381
   256 | -0.44315974 | -0.82332 | 1.63531 | 1.76508
  1024 | -0.44314797 | -0.82294 | 2.07680 | 2.20636
Largest-root growth, N=256 to 1024: 0.44148
ln(4)/pi for comparison: 0.44127
N=1024 root density: x | 1/(N spacing) | 1/(2 cosh(pi x))
  0.00000 | 0.499996 | 0.500000
  0.49907 | 0.199800 | 0.199802
  1.00205 | 0.042860 | 0.042858
```
